# FFT grid size for exact Vψ inside the wavefunction sphere, part 1

(Sections cited here and not found follow in the later parts.)

## First half: the aliasing formula and the $4n+1$ theorem

### 1. Definitions and conventions

Hartree atomic units are used throughout, so lengths are in bohr, wavevectors in bohr$^{-1}$ and energies in Ha. The crystal cell is spanned by $\mathbf a_1,\mathbf a_2,\mathbf a_3$ and has volume $\Omega$. The reciprocal vectors are fixed by $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. An integer triple $m=(m_1,m_2,m_3)$, called an index, labels the reciprocal lattice vector $\mathbf G_m=\sum_i m_i\mathbf b_i$. The map is linear, so $\mathbf G_{m+q}=\mathbf G_m+\mathbf G_q$. The index with 1 in place $i$ and 0 elsewhere is $e_i$. The Bloch vector is $\mathbf k=\sum_i k_i\mathbf b_i$ with real fractional coordinates $k_i$.

A Bloch orbital in the plane-wave basis is

$$\psi(\mathbf r)=\Omega^{-1/2}e^{i\mathbf k\cdot\mathbf r}u(\mathbf r),\qquad u(\mathbf r)=\sum_{m\in S}c_m e^{i\mathbf G_m\cdot\mathbf r},\qquad S=\{m:\ |\mathbf k+\mathbf G_m|\le G_{\max}\},$$

with $\sum_m|c_m|^2=1$ and kinetic-energy cutoff $E_{\rm cut}=G_{\max}^2/2$. The finite set $S$ is the wavefunction sphere. The local potential is periodic,

$$V(\mathbf r)=\sum_q V_q e^{i\mathbf G_q\cdot\mathbf r},$$

and $\sum_q|V_q|$ is assumed finite, so that the series converges at every point and its terms may be regrouped freely. The factor $\Omega^{-1/2}e^{i\mathbf k\cdot\mathbf r}$ is common to $\psi$ and $V\psi$, so only the periodic product $Vu$ is needed.

Four numbers per direction describe the sizes involved:

- $n_i=\max_{m\in S}|m_i|$, the largest index of the sphere;
- $w_i=\max_{m\in S}m_i-\min_{m\in S}m_i$, the index width of the sphere;
- $p_i$, the largest $|q_i|$ among the $q$ with $V_q\ne0$, and $V$ is called band-limited when all $p_i$ are finite;
- $x_i=G_{\max}|\mathbf a_i|/2\pi$, the radius of the sphere in index units along direction $i$.

The grid has $N_i$ points along $\mathbf a_i$, at $\mathbf r_j=\sum_i(j_i/N_i)\mathbf a_i$ with $j_i=0,\dots,N_i-1$, and $N_{\rm tot}=N_1N_2N_3$ points in all. For an integer triple $l$, the symbol $Nl$ means the index $(N_1l_1,N_2l_2,N_3l_3)$. The grid coefficient of a periodic function $f$ is the discrete Fourier transform of its values on the grid,

$$\tilde f_m=\frac1{N_{\rm tot}}\sum_j f(\mathbf r_j)\,e^{-i\mathbf G_m\cdot\mathbf r_j}.\tag{1}$$

The fast Fourier transform is an algorithm that evaluates (1) and its inverse. It introduces no approximation of its own beyond rounding, so every statement below is a statement about (1).

### 2. Index bounds of the sphere

Taking the scalar product of $\mathbf k+\mathbf G_m=\sum_j(k_j+m_j)\mathbf b_j$ with $\mathbf a_i$ and using $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$ gives $(\mathbf k+\mathbf G_m)\cdot\mathbf a_i=2\pi(k_i+m_i)$. The Cauchy–Schwarz inequality bounds the left side by $|\mathbf k+\mathbf G_m|\,|\mathbf a_i|$, so for $m\in S$

$$|m_i+k_i|\le\frac{G_{\max}|\mathbf a_i|}{2\pi}=x_i.\tag{2}$$

No orthogonality of the cell was used. For two members $m,m'$ of $S$, the triangle inequality gives $|m_i-m'_i|=|(m_i+k_i)-(m'_i+k_i)|\le 2x_i$. The difference is an integer, so it cannot exceed the integer part of $2x_i$. It is also at most $|m_i|+|m'_i|\le 2n_i$. Therefore

$$w_i\le\lfloor 2x_i\rfloor\quad\text{for every }\mathbf k,\qquad w_i\le 2n_i.\tag{3}$$

At $\mathbf k=0$ the sphere is symmetric under $m\to-m$, so $w_i=2n_i$, and (2) gives $n_i\le\lfloor x_i\rfloor$. The same scalar product applied to a vector with $|\mathbf G_q|\le2G_{\max}$ gives $|q_i|\le 2x_i$, so a potential confined to the sphere of radius $2G_{\max}$ has

$$p_i\le\lfloor2x_i\rfloor.\tag{4}$$

The integer $\lfloor 2x_i\rfloor$ is not always $2\lfloor x_i\rfloor$. Writing $x_i=\lfloor x_i\rfloor+\xi$ with $0\le\xi<1$ gives $\lfloor2x_i\rfloor=2\lfloor x_i\rfloor+\lfloor2\xi\rfloor$, and the last term equals 1 when $\xi\ge1/2$. A sphere of radius $2G_{\max}$ can therefore contain indices larger than $2n_i$, and the condition $p_i\le2n_i$ has to be assumed or enforced separately.

### 3. The exact product

Multiplying the two series and collecting terms with the same total index $s=q+m'$ gives

$$V(\mathbf r)u(\mathbf r)=\sum_q\sum_{m'\in S}V_qc_{m'}e^{i(\mathbf G_q+\mathbf G_{m'})\cdot\mathbf r}=\sum_sP_se^{i\mathbf G_s\cdot\mathbf r},\qquad P_s=\sum_{m'\in S}V_{s-m'}c_{m'}.\tag{5}$$

The meaning of $P_m$ follows from the orthogonality of plane waves over the cell. With $\mathbf r=\sum_it_i\mathbf a_i$ and $0\le t_i<1$, the volume element is $\Omega\,dt_1dt_2dt_3$ and $\mathbf G_s\cdot\mathbf r=2\pi\sum_is_it_i$. The cell average of $e^{i\mathbf G_s\cdot\mathbf r}$ is then $\prod_i\int_0^1e^{2\pi is_it_i}dt_i$, which is 1 for $s=0$ and 0 otherwise. Hence $P_m$ is the projection of $V\psi$ on the normalized plane wave $\Omega^{-1/2}e^{i(\mathbf k+\mathbf G_m)\cdot\mathbf r}$, and

$$\langle\psi|V|\psi\rangle=\sum_{m\in S}c_m^*P_m.\tag{6}$$

The eigenvalue problem in the basis is $\tfrac12|\mathbf k+\mathbf G_m|^2c_m+P_m=\varepsilon c_m$ for $m\in S$. It needs $P_m$ only on $S$. The components of $V\psi$ outside $S$ are real features of the product, and they are dropped when the equation is projected on the basis. Dropping them is the basis-set approximation, which is controlled by $E_{\rm cut}$ and has nothing to do with the grid.

For $m\in S$, equation (5) contains only $V_q$ with $q=m-m'$ a difference of two members of $S$. The set of all such differences is the difference set $D$. Its members obey

$$|\mathbf G_q|=|(\mathbf k+\mathbf G_m)-(\mathbf k+\mathbf G_{m'})|\le2G_{\max},\qquad|q_i|\le w_i\le2n_i.\tag{7}$$

Setting $V_q$ to zero outside any set that contains $D$ therefore leaves every $P_m$ with $m\in S$ unchanged. Three such sets are $D$ itself, the sphere $|\mathbf G_q|\le2G_{\max}$, and the box $|q_i|\le2n_i$. This truncation, carried out on the Fourier coefficients before $V$ is put on the grid, is called filtering below.

The product of a filtered potential and an orbital extends further than either factor. A nonzero $P_s$ needs $s=q+m'$ with $V_q\ne0$ and $m'\in S$, so

$$|\mathbf k+\mathbf G_s|\le|\mathbf k+\mathbf G_{m'}|+|\mathbf G_q|\le3G_{\max},\qquad|s_i|\le n_i+p_i.\tag{8}$$

The first bound holds when $V$ is confined to the sphere of radius $2G_{\max}$. The second gives $|s_i|\le3n_i$ when $p_i\le2n_i$. The product then occupies up to $6n_i+1$ index values along direction $i$.

### 4. What the grid computes

At a grid point, $\mathbf G_s\cdot\mathbf r_j=2\pi\sum_is_ij_i/N_i$, by the same duality relation as before. The grid average of a plane wave factorizes into three one-dimensional sums. With $z=e^{2\pi is/N}$ for integer $s$, each has the form $N^{-1}\sum_{j=0}^{N-1}z^j$. If $N$ divides $s$, then $z=1$ and the average is 1. Otherwise $z\ne1$, the geometric series gives $(1-z^N)/(1-z)$, and $z^N=e^{2\pi is}=1$ makes it vanish. Thus

$$\frac1{N_{\rm tot}}\sum_je^{i\mathbf G_s\cdot\mathbf r_j}=\begin{cases}1,&s=Nl\text{ for some integer triple }l,\\0,&\text{otherwise.}\end{cases}\tag{9}$$

The continuum average selects $s=0$ alone, whereas the grid average selects the whole sublattice $Nl$. The reason is that $e^{i\mathbf G_{Nl}\cdot\mathbf r_j}=\prod_ie^{2\pi il_ij_i}=1$ at every grid point, so the plane waves with indices $s$ and $s+Nl$ take identical values on the grid and cannot be told apart there.

Inserting $f=\sum_sf_se^{i\mathbf G_s\cdot\mathbf r}$ in (1) gives $\tilde f_m=\sum_sf_s\,N_{\rm tot}^{-1}\sum_je^{i\mathbf G_{s-m}\cdot\mathbf r_j}$. By (9) only $s-m=Nl$ survives, which is the aliasing formula

$$\tilde f_m=\sum_lf_{m+Nl}.\tag{10}$$

The grid coefficient is the true coefficient ($l=0$) plus all its aliases ($l\ne0$). Relabelling $l$ shows that $\tilde f_{m+Nl'}=\tilde f_m$, so only the residues $m_i \bmod N_i$ matter, and an array of $N_{\rm tot}$ numbers holds everything.

The procedure for $V\psi$ evaluates $u(\mathbf r_j)$ and $V(\mathbf r_j)$, multiplies them point by point, and applies (1). The first step is exact on any grid. Adding each $c_m$ into the array cell of its residue and applying the inverse transform gives $\sum_mc_me^{i\mathbf G_m\cdot\mathbf r_j}$, because a plane wave at a grid point depends on the residue only. The same holds for $V$. The pointwise product is the value of the function $Vu$ at $\mathbf r_j$, so (10) applies with $f_s=P_s$:

$$\tilde P_m=P_m+\sum_{l\ne0}P_{m+Nl}.\tag{11}$$

A second form follows by inserting (5) and exchanging the two sums, $\tilde P_m=\sum_{m'\in S}c_{m'}\sum_lV_{m-m'+Nl}$, which is

$$\tilde P_m=\sum_{m'\in S}\tilde V_{m-m'}c_{m'},\qquad\tilde V_d=\sum_lV_{d+Nl}.\tag{12}$$

The grid therefore applies the matrix $\tilde V_{m-m'}$ in place of $V_{m-m'}$. Neither (11) nor (12) assumes a band limit. For real $V$ one has $V_{-q}=V_q^*$, and reversing the sign of $l$ in (12) gives $\tilde V_{-d}=\tilde V_d^*$, so the grid operator is Hermitian even where it is inexact.

### 5. The theorem

**Theorem.** Let $V$ be band-limited with largest indices $p_i$. If

$$N_i\ge w_i+p_i+1\quad(i=1,2,3),\tag{13}$$

then $\tilde P_m=P_m$ for every $m\in S$ and every choice of the coefficients. In particular, if $p_i\le2n_i$, then $N_i\ge4n_i+1$ is sufficient.

Proof. By (12), the error at $m\in S$ is

$$\delta P_m=\tilde P_m-P_m=\sum_{l\ne0}\sum_{m'\in S}V_{m-m'+Nl}\,c_{m'}.\tag{14}$$

Consider one term, with $q=m-m'+Nl$. Since $l\ne0$, there is a direction $i$ with $|l_i|\ge1$. In that direction the reverse triangle inequality gives

$$|q_i|=|N_il_i+(m_i-m'_i)|\ge N_i|l_i|-|m_i-m'_i|\ge N_i-w_i\ge p_i+1,$$

where $|m_i-m'_i|\le w_i$ is the definition of the width and the last step is (13). An index with $|q_i|>p_i$ has $V_q=0$ by the definition of $p_i$. Every term of (14) vanishes, which proves the first statement. For the second, (3) and $p_i\le2n_i$ give $w_i+p_i+1\le4n_i+1$, so $N_i\ge4n_i+1$ implies (13). This completes the proof.

The same conclusion can be read from (11). For $m\in S$ and $|l_i|\ge1$,

$$|m_i+N_il_i|\ge N_i-n_i\ge3n_i+1,$$

while (8) confines the product to $|s_i|\le3n_i$. Every alias of a point of the sphere lies beyond the support of the product, and $P_{m+Nl}=0$.

Combining the theorem with section 3, a potential filtered to the box $|q_i|\le2n_i$ and applied on a grid with $N_i\ge4n_i+1$ reproduces on $S$ the matrix elements of the original, unfiltered potential. By (6) the expectation value $\langle\psi|V|\psi\rangle$ is exact too, and so is every eigenvalue of the Hamiltonian matrix in the basis. Condition (13) is an inequality, so a grid enlarged to a size with small prime factors, for which the transform is fast, stays exact.

Two limiting cases check the counting. For $p_i=0$ the potential is a constant, the product is proportional to $u$, and (13) reads $N_i\ge w_i+1$, which guarantees that distinct members of $S$ fall in distinct array cells. For a single plane wave, $w_i=0$ and $P_m=V_0c_m$, and (13) reads $N_i\ge p_i+1$, which guarantees that no nonzero index $Nl$ is a frequency of $V$, so that the grid average of $V$ equals $V_0$.

### 6. Where the wrapped components land

The theorem does not say that aliasing is absent on $4n+1$ points. The product needs up to $6n_i+1$ index values and the grid offers $4n_i+1$. The surplus components are wrapped, and the question is where they arrive.

Take $N_i=4n_i+1$ and $p_i\le 2n_i$, and represent each residue by its member of the window $-2n_i\le m_i\le2n_i$, which contains exactly $4n_i+1$ integers. The window contains $S$, since $|m_i|\le n_i$ there. A component $P_s$ with $|s_i|\le2n_i$ in all three directions stays at its own index. A component with $2n_i+1\le s_i\le3n_i$ in some direction is moved by $-N_i$ in that direction. The two ends of the range go to

$$(2n_i+1)-(4n_i+1)=-2n_i,\qquad3n_i-(4n_i+1)=-n_i-1.$$

The landing index lies in $[-2n_i,-n_i-1]$. In the same way $s_i\in[-3n_i,-2n_i-1]$ is moved by $+N_i$ and lands in $[n_i+1,2n_i]$. In either case the landing index has magnitude at least $n_i+1$ in direction $i$, whatever happens in the other two directions. The landing point is therefore outside the box $|m_i|\le n_i$. The sphere $S$ is contained in that box, so the landing point is not in $S$, and by the definition of $S$ it has $|\mathbf k+\mathbf G|>G_{\max}$.

The grid thus has a core, the box $|m_i|\le n_i$, which receives no wrapped component, and a surrounding shell, $n_i+1\le|m_i|\le2n_i$ in at least one direction, where wrapped components can be added to the true ones. The projection on $S$ discards the shell. In one dimension at $k=0$, with reciprocal spacing $b$ and $g=nb$ the largest wavevector in $S$, the product reaches at most $3g$, the grid period is $4g+b$, and a component at $3g$ lands at $3g-(4g+b)=-g-b$, the first lattice point outside $S$. The period $(4n+1)b$ need not exceed $4G_{\max}$, because $G_{\max}$ can lie anywhere from $nb$ up to just below $(n+1)b$.

A larger grid widens the clean region. For any $N_i$, an index with $|m_i|\le N_i-3n_i-1$ in all directions has aliases with $|m_i+N_il_i|\ge3n_i+1$, so it is exact. At $N_i=4n_i+1$ this is $|m_i|\le n_i$. At $N_i=6n_i+1$ it is $|m_i|\le3n_i$, the entire product. For large $n_i$ the second grid has $(6/4)^3=27/8$ times as many points, and the extra points give nothing that the eigenvalue problem uses. The full product on the larger region matters only if $Vu$ is used again without projection, for example multiplied by a further function before the shell is removed.

A potential with $p_i\le2n_i$ is applied exactly on $S$ by any grid with $N_i\ge4n_i+1$, and at $N_i=4n_i+1$ the wrapped components of the product land outside $S$. It remains to state the condition in terms of lengths, to treat the density, to ask what one point fewer costs, and to examine a worked example and the cases where the conditions fail.
